# How a Trilinear Polarization Coupling Selects the Diagonal Phase

Take a structural distortion with two components, $q_1$ and $q_2$, and hold its total amplitude fixed at $q_1^2+q_2^2=1$. Compare two states: one component alone, $(1,0)$, and both equally, $(1,1)/\sqrt2$. Suppose that the crystal charges an energy $\tfrac{c}{2}q_1^2q_2^2$ for having both components present, with $c>0$. The first state pays nothing and the second pays $c/8$, so the single component wins.

Now let a polarization $P$ respond, with elastic cost $\tfrac{\kappa}{2}P^2$ and coupling energy $-gPq_1q_2$. In the first state $q_1q_2=0$, so $P$ can only cost energy and stays zero. In the second state $q_1q_2=\tfrac12$, and the polar energy is

$$
\frac{\kappa}{2}P^2-\frac g2P=\frac{\kappa}{2}\left(P-\frac{g}{2\kappa}\right)^2-\frac{g^2}{8\kappa}.
$$

The crystal polarizes to $P=g/(2\kappa)$ and gains $g^2/(8\kappa)$. The equal mixture therefore costs $(c-g^2/\kappa)/8$ in all, and it wins if $g^2/\kappa>c$. The gain is linear in $P$ and the cost quadratic, so some polarization always pays once $q_1q_2\neq0$. Whether it pays enough to reverse the choice of state depends on $c$.

In a crystal the amplitude is free to adjust. For a uniform state in mean-field theory, take the energy density

$$
\begin{aligned}
f={}&\frac a2(q_1^2+q_2^2)+\frac b4(q_1^2+q_2^2)^2+\frac c2q_1^2q_2^2\\
&+\frac{\kappa}{2}P^2-gPq_1q_2-EP, \qquad (1)
\end{aligned}
$$

with dimensionless $q_1,q_2$, applied field $E$, $b>0$, $\kappa>0$ and $a=a_0(T-T_0)$, $a_0>0$. The other coefficients are taken as independent of temperature. Two symmetry operations restrict the terms at $E=0$: one exchanges $q_1$ and $q_2$ and leaves $P$ alone, the other reverses $q_2$ and $P$ together. Equation (2) will show that $P$ is then of second order in $q_1,q_2$. Counted in this way, (1) contains every allowed term up to fourth order; terms such as $P^2(q_1^2+q_2^2)$ and $P^4$ are also allowed, but are of higher order and are left out. The ferroelectricity is improper: $\kappa$ stays positive, so $P$ has no instability of its own and appears because $q_1q_2$ acts on it as a field $gq_1q_2$.

At fixed $q_1$, $q_2$ and $E$, equilibrium of $P$ requires

$$
\frac{\partial f}{\partial P}=\kappa P-gq_1q_2-E=0
\quad\Rightarrow\quad
P=\frac{gq_1q_2+E}{\kappa}. \qquad (2)
$$

This is a minimum, since $\partial^2f/\partial P^2=\kappa>0$. Write $F=gq_1q_2+E$. The terms containing $P$ become $\tfrac{\kappa}{2}(F/\kappa)^2-F(F/\kappa)=-F^2/(2\kappa)$, that is,

$$
-\frac{F^2}{2\kappa}=-\frac{g^2}{2\kappa}q_1^2q_2^2-\frac{gE}{\kappa}q_1q_2-\frac{E^2}{2\kappa}.
$$

The first piece has the same form as the anisotropy term in (1). The reduced energy is therefore

$$
\begin{aligned}
f_{\rm red}={}&\frac a2(q_1^2+q_2^2)+\frac b4(q_1^2+q_2^2)^2+\frac{c^*}{2}q_1^2q_2^2\\
&-\frac{gE}{\kappa}q_1q_2-\frac{E^2}{2\kappa},
\qquad c^*=c-\frac{g^2}{\kappa}. \qquad (3)
\end{aligned}
$$

The shift of $c$ is negative for either sign of $g$. At $E=0$ neither $a$ nor $b$ changes, so the coupling does not move $T_0$.

To find the ground state at $E=0$, set $q_1=Q\cos\phi$ and $q_2=Q\sin\phi$. Since $q_1q_2=\tfrac12Q^2\sin2\phi$,

$$
f_{\rm red}=\frac a2Q^2+A(\phi)Q^4,\qquad
A(\phi)=\frac b4+\frac{c^*}{8}\sin^22\phi. \qquad (4)
$$

As $\phi$ varies, $A$ runs between $b/4$ and $(2b+c^*)/8$. The quartic energy is bounded below if both ends are positive, which requires $b>0$ and $2b+c^*>0$. For $a<0$, minimizing over $Q$ at fixed angle gives $aQ+4AQ^3=0$, hence

$$
Q^2=-\frac{a}{4A},\qquad
f=-\frac{a^2}{8A}+\frac{a^2}{16A}=-\frac{a^2}{16A}. \qquad (5)
$$

The lowest energy belongs to the angle with the smallest $A$. If $c^*>0$, that means $\sin2\phi=0$, the single-component phase S:

$$
Q_S^2=-\frac ab,\qquad f_S=-\frac{a^2}{4b},\qquad P=0. \qquad (6)
$$

If $-2b<c^*<0$, it means $\sin^22\phi=1$, the diagonal phase D with $|q_1|=|q_2|$:

$$
Q_D^2=-\frac{2a}{2b+c^*},\quad
f_D=-\frac{a^2}{2(2b+c^*)},\quad
P=\pm\frac{gQ_D^2}{2\kappa}. \qquad (7)
$$

The sign of $P$ is that of $gq_1q_2$. The energy difference is

$$
f_D-f_S=\frac{a^2}{4}\left[\frac1b-\frac{2}{2b+c^*}\right]
=\frac{a^2c^*}{4b(2b+c^*)}. \qquad (8)
$$

Its denominator is positive, so the sign of $c^*$ decides. At $c^*=0$ the energy (4) does not depend on angle, and terms of higher order must choose.

The selection has two cases. If $c<0$, the diagonal phase is preferred even without $P$, and the coupling deepens it. If $c>0$, the coupling reverses the preference within the window

$$
\kappa c<g^2<\kappa(c+2b). \qquad (9)
$$

A nonzero $g$ is thus not sufficient by itself.

The same criterion governs local stability. In S, with $q_1=Q_S$ and $q_2=P=0$, the second derivative of (1) with respect to $q_2$ is $a+bQ_S^2+cQ_S^2=cQ_S^2$, because $a+bQ_S^2=0$. The mixed derivative with respect to $q_2$ and $P$ is $-gQ_S$. The relevant block of second derivatives and its determinant are

$$
\begin{pmatrix}cQ_S^2&-gQ_S\\-gQ_S&\kappa\end{pmatrix},
\qquad \det=Q_S^2(\kappa c-g^2). \qquad (10)
$$

For $c>0$ both diagonal entries are positive, yet S becomes unstable when $g^2$ passes $\kappa c$. The unstable motion mixes $q_2$ with $P$; neither would soften alone.

After elimination, the curvature along $Q$ is $a+12AQ^2=-2a$ in both phases. The curvature across it is

$$
\frac1{Q^2}\frac{\partial^2f_{\rm red}}{\partial\phi^2}=c^*Q^2\cos4\phi, \qquad (11)
$$

because $\sin^22\phi=(1-\cos4\phi)/2$ has second derivative $8\cos4\phi$. This gives $c^*Q_S^2$ in S and $-c^*Q_D^2$ in D. The mixed derivative vanishes at both angles. For $c^*\ne0$ one phase is therefore a minimum and the other a saddle, and the two are never metastable together at quartic order.

Beyond the upper edge of (9) the quartic energy falls without limit along the diagonal. Add a stabilizing term $\tfrac w6Q^6$ with $w>0$, and write $B=b+c^*/2$ and $x=Q^2$. Along the diagonal

$$
f=\frac a2x+\frac B4x^2+\frac w6x^3. \qquad (12)
$$

For $B<0$ an ordered state can have the same energy as $x=0$ while $a$ is still positive. With $x\neq0$, the conditions $f=0$ and $df/dx=0$ read

$$
\frac a2+\frac B4x+\frac w6x^2=0,\qquad
\frac a2+\frac B2x+\frac w2x^2=0.
$$

Subtracting the first from the second gives $\tfrac B4x+\tfrac w3x^2=0$, so $x=-3B/(4w)$. The second then gives $a=-Bx-wx^2=3B^2/(16w)$. The order parameter jumps at a temperature above $T_0$: strong coupling makes the transition first order. It still leads to D, since $c^*<0$ favours the diagonal at every fixed $Q$.

For numbers, consider a short-circuited, stress-free plate in a single domain at $T=300$ K. The round parameters are $T_0=430$ K, $a_0=2.0$ kJ/(m³ K), $b=0.30$ MJ/m³, $c=0.12$ MJ/m³ and $g=0.50$ MV/cm. The susceptibility at fixed $q_1,q_2$ is $\chi=9$, so $\kappa=1/(\epsilon_0\chi)=1.2549$ (MV/cm)/(µC/cm²). These units fit together, since 1 MV/cm times 1 µC/cm² is 1 MJ/m³. Then $a=0.0020\times(300-430)=-0.260$ MJ/m³ and

$$
c^*=0.12-\frac{0.50^2}{1.2549}=0.12-0.1992=-0.0792\ \text{MJ/m}^3.
$$

The coupling has reversed the sign of the anisotropy, while $2b+c^*=0.5208$ MJ/m³ remains positive. The window (9) runs from $g=0.388$ to $0.951$ MV/cm. Its lower edge was also found from numerical second derivatives of the full energy (1) in S, which lose positivity at $0.3881$ MV/cm, in agreement with $\sqrt{\kappa c}$.

Without coupling, D would lie at $-46.9$ kJ/m³, above S at $-56.3$ kJ/m³. With coupling, S stays where it was and D drops to $-64.9$ kJ/m³, which is $8.6$ kJ/m³ below S. The amplitude rises from $Q_S^2=0.867$ to $Q_D^2=0.2600\times2/0.5208=0.9985$, and

$$
P=\frac{0.50\times0.9985}{2\times1.2549}=0.199\ \mu\text{C/cm}^2=1.99\ \text{mC/m}^2.
$$

Direct numerical minimization of (1) over $q_1$, $q_2$ and $P$ at these parameters gives the same energy and polarization. Since $Q_D^2$ is proportional to $T_0-T$, so is $P$: at 360 K it is $70/130$ of its 300 K value, or $0.107$ µC/cm². A proper ferroelectric with a continuous quartic transition would instead have $P\propto(T_0-T)^{1/2}$, because there $P$ is itself the order parameter.

The dielectric response shows the coupling too. Take $g>0$ and the domain with $q_1=q_2=q$. A small field preserves this equality, because it respects the exchange of components and the transverse curvature is positive. Equation (3) becomes

$$
f_{\rm red}=aq^2+\left(b+\frac{c^*}{2}\right)q^4-\frac{gE}{\kappa}q^2-\frac{E^2}{2\kappa}.
$$

Setting the derivative with respect to $q^2$ to zero gives $q^2=(-a+gE/\kappa)/(2b+c^*)$. Substitution into (2) yields

$$
\frac{dP}{dE}=\frac1\kappa+\frac{g^2}{\kappa^2(2b+c^*)}. \qquad (13)
$$

The second term is the response of the distortion. It does not depend on temperature below $T_0$. Above $T_0$, where $q_1=q_2=0$ at small field, it is absent. The relative permittivity therefore steps from $10.0$ to $1+9(1+0.1992/0.5208)=13.4$ on entering D, without diverging.

All this assumed that no depolarizing field opposes $P$. Let a film of thickness $d$ be in series with a vacuum-equivalent gap $\lambda$, which represents imperfect screening, between short-circuited electrodes. Zero voltage and continuity of the displacement require

$$
E_fd+E_g\lambda=0,\qquad \epsilon_0E_f+P=\epsilon_0E_g,
$$

where $E_f$ and $E_g$ are the fields in film and gap. Hence $E_f=-sP/\epsilon_0$ with $s=\lambda/(d+\lambda)$, and $E_g=(1-s)P/\epsilon_0$. The field energy per volume of film is

$$
\frac{\epsilon_0}{2}\left(E_f^2+\frac{\lambda}{d}E_g^2\right)
=\frac{P^2}{2\epsilon_0}\left[s^2+s(1-s)\right]=\frac{sP^2}{2\epsilon_0}, \qquad (14)
$$

where $\lambda/d=s/(1-s)$ was used. The gap thus replaces $\kappa$ by $\kappa+s/\epsilon_0$ and weakens the renormalization of $c$. For $c>0$, D survives if

$$
s<\epsilon_0\left(\frac{g^2}{c}-\kappa\right)=0.073. \qquad (15)
$$

With an assumed gap of 0.1 nm this means $d>1.26$ nm. That figure describes the uniform model, not a real film so thin, in which surfaces and gradients matter. In open circuit, with no free charge and a single domain, $s=1$. As $1/\epsilon_0=9\kappa$, the stiffness becomes $10\kappa$, and $c^*$ rises to $0.12-0.0199=0.100$ MJ/m³, which selects S. The phase selection here therefore depends on the electrical boundary condition.

Shear strain $u$ can act in the same way as $P$. Add $\tfrac C2u^2-huq_1q_2-mPu$ to the energy, and let the subscript "cl" mark coefficients at clamped strain, $u=0$. At zero stress $u=(hq_1q_2+mP)/C$, and eliminating it contributes

$$
-\frac{(hq_1q_2+mP)^2}{2C}
=-\frac{h^2}{2C}q_1^2q_2^2-\frac{mh}{C}Pq_1q_2-\frac{m^2}{2C}P^2.
$$

Comparison with (1) gives

$$
c=c_{\rm cl}-\frac{h^2}{C},\qquad g=g_{\rm cl}+\frac{mh}{C},\qquad \kappa=\kappa_{\rm cl}-\frac{m^2}{C}. \qquad (16)
$$

The example's values are the zero-stress ones on the left. Take $C=25$ GPa and a spontaneous strain $u_s=0.0015$, and first set $m=0$. Then $h=2Cu_s/Q_D^2$ and $h^2/C=4Cu_s^2/Q_D^4=0.226$ MJ/m³, as large as the polar term. The clamped bare anisotropy is $0.12+0.226=0.346$ MJ/m³. Polarization alone reduces it to $0.146$ and strain alone to $0.12$; only the two together bring it to $-0.079$ MJ/m³. Holding the shear at zero would thus select S for these numbers.

A weak piezoelectric coupling changes this little; a strong one can matter. Hold $u_s$ and the zero-stress coefficients fixed, and define $k^2=m^2/(C\kappa_{\rm cl})$. Eliminating $P$ first leaves a strain stiffness $C'=C-m^2/\kappa_{\rm cl}=C(1-k^2)$ and a strain coupling $h'=h+mg_{\rm cl}/\kappa_{\rm cl}$. Relaxing $u$ then lowers the anisotropy by $h'^2/C'$. Since $u_s=h'Q_D^2/(2C')$, this equals $4C'u_s^2/Q_D^4$, which is $(1-k^2)$ times the previous $0.226$ MJ/m³. For $k=\pm0.1$ the clamped $c^*$ is $0.144$ MJ/m³, the same for both signs. It turns negative only when $(1-k^2)\times0.226<0.079$, that is for $|k|>0.81$.

The parameters lie in the rough regime of gadolinium molybdate, an improper ferroelectric and ferroelastic with a transition near 430 K, a polarization of about 0.2 µC/cm² and a permittivity near 10. The model's permittivity of 13.4 in D is somewhat higher than that. The stiffness above is a rough typical value. The strain $0.0015$ matches the crystal's tensor shear, whereas the energy $\tfrac C2u^2$ with a Voigt shear modulus calls for the engineering shear, which is twice as large. With $u_s=0.003$ the strain term $h^2/C$ would be four times larger, about $0.9$ MJ/m³, and would outweigh the polar term, so the near equality of the two is a feature of the example and not of the crystal. The coefficients $a_0$, $b$, $c$ and $g$ are illustrative and not fitted. The real transition is weakly first order, whereas the example's is continuous. Symmetry is a more basic difference. In that crystal a fourfold operation takes $(q_1,q_2,P)$ to $(q_2,-q_1,-P)$, and no mirror reverses $q_2$ alone. A second coupling $P(q_1^2-q_2^2)$ is then allowed; it can be removed by rotating the axes in the $(q_1,q_2)$ plane, but an invariant $D_4q_1q_2(q_1^2-q_2^2)=\tfrac{D_4}{4}Q^4\sin4\phi$ remains. The angular energy becomes

$$
\frac{Q^4}{16}\left[c^*(1-\cos4\phi)+4D_4\sin4\phi\right], \qquad (17)
$$

and it is stationary at $\tan4\phi=-4D_4/c^*$. For $c^*<0$ the minimum turns from $45^\circ$ by $\tfrac14\arctan(4D_4/|c^*|)$. A trial value $D_4=0.01$ MJ/m³ gives $6.7^\circ$ and lowers $P$ from $0.199$ to $0.195$ µC/cm². At $\phi=0$ the slope of (17) is $D_4Q^4\neq0$, so the nonpolar state S is no longer stationary. The sharp choice between S and D belongs to the more symmetric model; with $D_4\ne0$, open circuit would turn the state towards an axis and reduce $P$, not remove it. Clamping would do the same if the shear couples only to $q_1q_2$ in the rotated axes. The lower symmetry also allows a shear coupling to $q_1^2-q_2^2$, and the effect of clamping on $P$ then depends on the ratio of the two couplings.

Two further omissions can be sized. With the sixth-order term of (12) and $B>0$, the diagonal amplitude obeys $a+Bx+wx^2=0$, so

$$
Q^2=\frac{-B+\sqrt{B^2-4aw}}{2w}. \qquad (18)
$$

For $w=0.03$ MJ/m³ the polarization falls to $0.180$ µC/cm², about 9% below the quartic result. This isotropic term cannot change the choice between S and D, but anisotropic terms of the same order can, since $Q^2\approx1$ at 300 K. A term $\tfrac v2Q^2q_1^2q_2^2$ leaves S untouched and adds $\tfrac v8Q^6$ along the diagonal: $v=0.03$ MJ/m³ cuts the advantage of D from $8.6$ to about $5$ kJ/m³, and $v>0.094$ MJ/m³ makes S the ground state. The criterion on $c^*$ is safe only where $Q^2$ is small enough for such terms to be negligible against $|c^*|$. Thermal motion matters in small volumes. To reverse $P$ uniformly, with $P$ following (2), the pair $(q_1,q_2)$ must cross an axis, where the energy is at least $f_S$. In the symmetric quartic model (1) the barrier is therefore the difference of $8.6$ kJ/m³ found above (with $D_4=0.01$ MJ/m³ it would be $9.6$ kJ/m³), and it equals $k_BT$ at 300 K for a volume of about 480 nm³, a cube of edge 7.8 nm. This estimate leaves out the gradient energy that ties such a region to its surroundings, and it does not describe reversal by moving domain walls. The numerical output lists the values of the worked example.

## Table of computed values

```
Slope a0: 2.0 kJ/m^3/K
Temperature T0: 430 K
Temperature of use T: 300 K
a at T: -0.260 MJ/m^3
b: 0.30 MJ/m^3
Bare anisotropy c: 0.12 MJ/m^3
Coupling g: 0.50 MV/cm
Susceptibility at fixed q: 9 (dimensionless)
Stiffness kappa: 1.2549 (MV/cm)/(uC/cm^2)
g^2/kappa: 0.1992 MJ/m^3
Renormalized anisotropy c_eff: -0.0792 MJ/m^3
2b + c_eff: 0.5208 MJ/m^3
Lower threshold of g, formula: 0.3881 MV/cm
Lower threshold of g, from full Hessian: 0.3881 MV/cm
Upper threshold of g: 0.9505 MV/cm
Q^2 in S: 0.8667 (dimensionless)
Q^2 in D: 0.9985 (dimensionless)
Energy of S: -56.33 kJ/m^3
Energy of D without coupling: -46.94 kJ/m^3
Energy of D with coupling: -64.90 kJ/m^3
Energy of S above D: 8.57 kJ/m^3
Polarization of D at T: 0.1989 uC/cm^2
Polarization of D at T: 1.989 mC/m^2
Polarization of D at 360 K: 0.1071 uC/cm^2
Internal field g q1 q2 in D: 0.2496 MV/cm
Soft curvature of S: -0.0687 MJ/m^3
Soft curvature of D: 0.0791 MJ/m^3
Relative permittivity at fixed q: 10.0 (dimensionless)
Relative permittivity of D: 13.44 (dimensionless)
Critical unscreened fraction s: 0.0734 (dimensionless)
Assumed vacuum-equivalent gap: 0.1 nm
Critical film thickness for this gap: 1.26 nm
c_eff in open circuit: 0.1001 MJ/m^3
Assumed shear stiffness: 25 GPa
Assumed spontaneous shear strain: 0.0015 (dimensionless)
Strain part h^2/C of anisotropy: 0.2257 MJ/m^3
Clamped bare anisotropy: 0.3457 MJ/m^3
Clamped c_eff, no piezo coupling: 0.1465 MJ/m^3
Trial piezo coupling factor: 0.1 (dimensionless)
Clamped c_eff, positive piezo: 0.1442 MJ/m^3
Clamped c_eff, negative piezo: 0.1442 MJ/m^3
Trial extra quartic coefficient d: 0.01 MJ/m^3
Turn away from the diagonal: 6.70 degrees
Polarization with this term: 0.1953 uC/cm^2
Trial sixth-order coefficient: 0.03 MJ/m^3
Polarization with sixth-order term: 0.1802 uC/cm^2
Volume with rotation barrier kT: 483 nm^3
Edge of that volume as a cube: 7.8 nm
```
